\section*{Mirror parity and orbital mixing in a bilayer nickelate model}

\section*{Problem}

An idealised tetragonal La$_3$Ni$_2$O$_7$ bilayer consists of two square Ni lattices, one directly above the other. Wave vectors are in units of $1/a$, where $a$ is the Ni--Ni spacing. Each Ni atom carries two real $e_g$ orbitals,
\[
x\equiv d_{x^2-y^2},\qquad z\equiv d_{3z^2-r^2},
\]
with the same phase in both layers. Spin is a spectator. The bilayer is isolated, has no potential difference between its layers, and has equal bonds along the two in-plane axes.

A hopping $t$ enters the Hamiltonian as $+t\,c^\dagger c$, and all hoppings are real. The site energies are $e_x,e_z$. Within a layer, $t_{1\alpha}$ and $t_{2\alpha}$ join like orbitals $\alpha=x,z$ on first and second neighbours, and $t_3$ joins $x$ to $z$ on a bond along the first axis. Between layers, $p_x,p_z$ join like orbitals vertically, and $t_4$ joins $x$ to $z$ on the Ni displaced by one spacing along the first axis.

\begin{enumerate}
\item[(a)] Find how symmetry restricts the $x$--$z$ hoppings, and write the four-band Bloch matrix.
\item[(b)] Use the mirror between the layers to reduce it to two $2\times2$ blocks. Find their energies and orbital weights.
\item[(c)] Show that $x$--$z$ mixing vanishes on $k_x=\pm k_y$, for hoppings of any range.
\item[(d)] Two bands of equal mirror parity cross on the diagonal at $(k,k)$, $0<k<\pi$. Find the gap at $(k+q,k-q)$ to first order in $q$.
\item[(e)] Evaluate the levels at $(\pi/3,\pi/3)$ and $(\pi,0)$, the crossings, and the Fermi points on the diagonal, for three $e_g$ electrons per bilayer cell at 80 K and, in eV,
\[
\begin{gathered}
e_x=0.80,\quad e_z=0.40,\quad t_{1x}=-0.50,\quad t_{1z}=-0.10,\\
t_{2x}=0.07,\quad t_{2z}=-0.02,\quad t_3=0.24,\quad t_4=-0.03,\\
p_x=0.01,\quad p_z=-0.60 .
\end{gathered}
\]
\item[(f)] Determine which perturbations spoil the two results, and estimate their size.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Allowed hoppings and the Bloch matrix}

Let $t_{xz}(X,Y)$ be the hopping between an $x$ orbital at the origin and a $z$ orbital displaced by $(X,Y)$ in the plane, in the same layer or in the other one. The reflection $(X,Y)\to(Y,X)$ turns $x^2-y^2$ into $-(x^2-y^2)$ and leaves $3z^2-r^2$ unchanged. Invariance of the Hamiltonian therefore requires
\begin{equation}
t_{xz}(X,Y)=-t_{xz}(Y,X). \label{rule1}
\end{equation}
The other diagonal reflection, $(X,Y)\to(-Y,-X)$, gives in the same way
\begin{equation}
t_{xz}(X,Y)=-t_{xz}(-Y,-X). \label{rule2}
\end{equation}
A displacement that is its own image has a hopping equal to its own negative. The $x$--$z$ hopping is thus zero on the same site, on vertical bonds, and on bonds along either diagonal. The hoppings on the two kinds of first-neighbour bond are $t_3$ and $-t_3$, and likewise $t_4$ and $-t_4$ between layers. Both orbitals are even under $X\to-X$ and under $Y\to-Y$, so opposite neighbours have equal hoppings.

With $c_{\mathbf R}=N^{-1/2}\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf R}c_{\mathbf k}$ for $N$ cells, a hopping $t(\mathbf R)$ contributes $t(\mathbf R)e^{i\mathbf k\cdot\mathbf R}$ to the Bloch matrix. A pair of opposite first neighbours gives $2t\cos k_x$ or $2t\cos k_y$, and the four second neighbours give $4t\cos k_x\cos k_y$. In the basis $(x_1,z_1,x_2,z_2)$, where the index is the layer,
\begin{equation}
H=\begin{pmatrix}A&B\\B&A\end{pmatrix},\quad
A=\begin{pmatrix}T_x&V\\V&T_z\end{pmatrix},\quad
B=\begin{pmatrix}p_x&V'\\V'&p_z\end{pmatrix}, \label{H}
\end{equation}
\begin{align}
T_\alpha&=e_\alpha+2t_{1\alpha}(\cos k_x+\cos k_y)+4t_{2\alpha}\cos k_x\cos k_y,\\
V&=2t_3(\cos k_x-\cos k_y),\qquad V'=2t_4(\cos k_x-\cos k_y).
\end{align}

The equalities among the blocks follow from the mirror $M$ midway between the layers. Both orbitals are even in height about their own plane, so $M$ exchanges the layers without a sign. For a general matrix with blocks $H_{ij}$,
\[
M=\begin{pmatrix}0&1\\1&0\end{pmatrix},\qquad
MHM=\begin{pmatrix}H_{22}&H_{21}\\H_{12}&H_{11}\end{pmatrix}.
\]
Setting $MHM=H$ gives $H_{11}=H_{22}=A$ and $H_{12}=H_{21}=B$. Since Hermiticity requires $H_{21}=H_{12}^\dagger$, $B$ is Hermitian. It is also real, because the hoppings are real and opposite displacements contribute equally. One function $V'$ therefore fills both off-diagonal places of $B$.

\paragraph{Origin of $t_3$.} A simple oxygen model gives the sign of $t_3$ and relates its size to $t_{1x}$ and $t_{1z}$. Let $p$ orbitals pointing along the bonds sit at the bond centres, at energy $-\Delta$ relative to the Ni level, and let $v$ be the $\sigma$ hopping integral between $p$ and $d$. The angular factors give amplitudes $g_x=\sqrt3v/2$ and $g_z=-v/2$ on the first axis, and $-g_x$ and $g_z$ on the second, with opposite signs on the two sides of a Ni atom. The Ni--O Bloch matrix, with rows $x,z$, is
\[
T=2i\begin{pmatrix}g_x\sin(k_x/2)&-g_x\sin(k_y/2)\\ g_z\sin(k_x/2)&g_z\sin(k_y/2)\end{pmatrix}.
\]
For amplitudes $d$ on Ni and $p$ on oxygen, the oxygen equation $T^\dagger d-\Delta p=Ep$ gives $p=T^\dagger d/(\Delta+E)$. For $|E|\ll\Delta$ the Ni equation then contains the effective matrix $TT^\dagger/\Delta$. Using $4\sin^2(k/2)=2-2\cos k$, its $x$--$z$ element is
\[
\frac{g_xg_z}{\Delta}\left[(2-2\cos k_x)-(2-2\cos k_y)\right]
=-\frac{2g_xg_z}{\Delta}(\cos k_x-\cos k_y).
\]
Hence $t_3=-g_xg_z/\Delta=\sqrt3v^2/(4\Delta)>0$. The diagonal elements similarly give $t_{1x}=-g_x^2/\Delta$ and $t_{1z}=-g_z^2/\Delta$, so $t_3^2=t_{1x}t_{1z}$. For the parameters of part (e) this gives $\sqrt{0.50\times0.10}=0.224$ eV, near the adopted 0.24 eV. The agreement is only rough: this model also requires $t_{1x}/t_{1z}=3$, whereas the adopted ratio is 5. It further assumes $|E|\ll\Delta$, which bands 4 eV wide do not satisfy for a $\Delta$ of a few eV, so it is a guide and not a calculation of the hoppings.

\subsection*{(b) The two parity blocks}

Define even and odd layer combinations $c_{\alpha\pm}=(c_{\alpha1}\pm c_{\alpha2})/\sqrt2$. The corresponding unitary matrix is
\[
U=\frac1{\sqrt2}\begin{pmatrix}1&1\\1&-1\end{pmatrix},\qquad
HU=\frac1{\sqrt2}\begin{pmatrix}A+B&A-B\\A+B&B-A\end{pmatrix}.
\]
Multiplication by $U^\dagger$ adds the two rows for the first row of the result and subtracts them for the second:
\[
U^\dagger HU=\frac12\begin{pmatrix}2(A+B)&0\\0&2(A-B)\end{pmatrix}
=\begin{pmatrix}A+B&0\\0&A-B\end{pmatrix}.
\]
The blocks are therefore
\begin{equation}
H_\pm=\begin{pmatrix}a_\pm&W_\pm\\W_\pm&b_\pm\end{pmatrix},\qquad
\begin{aligned}
a_\pm&=T_x\pm p_x,\qquad b_\pm=T_z\pm p_z,\\
W_\pm&=2(t_3\pm t_4)(\cos k_x-\cos k_y).
\end{aligned}\label{blocks}
\end{equation}
Because $p_z<0$, the even $z$ combination is the lower, bonding one.

The condition $(a_\pm-E)(b_\pm-E)-W_\pm^2=0$ is a quadratic in $E$. Its discriminant is $(a_\pm+b_\pm)^2-4a_\pm b_\pm+4W_\pm^2=(a_\pm-b_\pm)^2+4W_\pm^2$, so
\begin{equation}
E=\frac{a_\pm+b_\pm}{2}\mp'\sqrt{\left(\frac{a_\pm-b_\pm}{2}\right)^2+W_\pm^2}, \label{E}
\end{equation}
where $\mp'$ selects the lower or upper band, independently of the parity. For an eigenvector $(u,w)$, the first row gives $(a_\pm-E)u+W_\pm w=0$. When $W_\pm\ne0$, the $z$ weight is therefore
\begin{equation}
|w|^2=\frac{(E-a_\pm)^2}{(E-a_\pm)^2+W_\pm^2}. \label{weight}
\end{equation}

A periodic cluster of $6\times6$ cells, assembled bond by bond and diagonalised, tests the reduction: its 144 levels agree with Eq.~\eqref{E} within $4.4\times10^{-15}$ eV.

\paragraph{Strong vertical hopping.} Suppose that $|p_z|$ greatly exceeds $|T_x-T_z|$, $|p_x|$ and $|W_\pm|$. Then $a_\pm-b_\pm\simeq\pm|p_z|$. Expanding the square root in Eq.~\eqref{E} gives the mainly $x$ levels
\[
E_{x\pm}\simeq a_\pm+\frac{W_\pm^2}{a_\pm-b_\pm}
\simeq T_x\pm p_x\pm\frac{W_\pm^2}{|p_z|}.
\]
The even $x$ level is pushed up by the $z$ level below it, and the odd one is pushed down by the $z$ level above it. Their separation is
\[
E_{x+}-E_{x-}\simeq2p_x+\frac{W_+^2+W_-^2}{|p_z|}.
\]
In this limit the strong vertical coupling of $z$ reaches the $x$ bands through the mixing. That contribution disappears on the diagonals, where $2p_x$ remains.

\subsection*{(c) Zeros on the diagonals}

In the model of Eq.~\eqref{blocks},
\[
\cos k_x-\cos k_y=-2\sin\frac{k_x+k_y}{2}\sin\frac{k_x-k_y}{2},
\]
which is zero when $k_x=\pm k_y$, up to multiples of $2\pi$. Both $V$ and $V'$ vanish there, so both $W_\pm$ do.

The result does not depend on stopping at first neighbours. For any range, let
\[
F(k_x,k_y)=\sum_{X,Y}t_{xz}(X,Y)e^{i(k_xX+k_yY)}.
\]
Exchange the components of $\mathbf k$, rename $X\leftrightarrow Y$ in the sum, and use Eq.~\eqref{rule1}:
\[
F(k_y,k_x)=\sum_{X,Y}t_{xz}(Y,X)e^{i(k_xX+k_yY)}=-F(k_x,k_y).
\]
At $k_x=k_y=k$ this reads $F(k,k)=-F(k,k)$, so $F(k,k)=0$. Equation~\eqref{rule2} gives $F(-k_y,-k_x)=-F(k_x,k_y)$. The point $(k,-k)$ is mapped to itself, hence $F(k,-k)=0$. The argument applies separately to hopping within a layer and between layers.

Overlaps of real $d$ orbitals obey the same reflection rules and provide a numerical test. With radial factor $e^{-2r^2/a^2}$, the normalised $x$--$z$ overlap is $0.2124$ for a neighbour on the first axis and $-0.2124$ on the second. The Bloch sum, with displacements up to four cells along each axis, has magnitude 0.1785 at $(0.9,0.2)$ and is below $10^{-12}$ at $(0.9,\pm0.9)$.

On the diagonals each band is purely $x$ or purely $z$, with energy $T_x\pm p_x$ or $T_z\pm p_z$. Diagonal mirror symmetry forbids the orbitals to mix; the layer mirror separately labels each state even or odd.

\subsection*{(d) The gap beside a crossing}

At $(k+q,k-q)$, changing the sign of $q$ exchanges $k_x$ and $k_y$. The functions $a_\pm$ and $b_\pm$ are symmetric under that exchange, so they contain no term linear in $q$. Since $a_\pm=b_\pm$ at the crossing, their difference is of order $q^2$. The mixing is linear:
\[
\cos(k+q)-\cos(k-q)=-2\sin k\sin q,\qquad
W_\pm=-4(t_3\pm t_4)\sin k\sin q.
\]
By Eq.~\eqref{E} the gap is $2\sqrt{[(a_\pm-b_\pm)/2]^2+W_\pm^2}$, and to first order
\begin{equation}
\delta E_\pm=8|t_3\pm t_4|\sin k\,|q|. \label{gap}
\end{equation}
The displacement from the diagonal has length $\sqrt2|q|$. Bands of opposite layer parity belong to different blocks, so their crossings need not lie on a diagonal.

\subsection*{(e) Numbers}

\paragraph{Levels at $(\pi/3,\pi/3)$.} Here $\cos k_x+\cos k_y=1$ and $\cos k_x\cos k_y=1/4$, so
\begin{align*}
T_x&=0.80-1.00+0.07=-0.13\ \text{eV},\\
T_z&=0.40-0.20-0.02=0.18\ \text{eV}.
\end{align*}
Adding $\pm p_x$ and $\pm p_z$ gives pure $x$ levels at $-0.12$ (even) and $-0.14$ eV (odd), and pure $z$ levels at $-0.42$ (even) and $0.78$ eV (odd).

\paragraph{Levels at $(\pi,0)$.} The cosine sum is zero, the product is $-1$ and the difference is $-2$. Thus $T_x=0.80-0.28=0.52$ eV and $T_z=0.40+0.08=0.48$ eV. In the even block $a_+=0.53$, $b_+=-0.12$ and $W_+=2(0.21)(-2)=-0.84$ eV, so
\[
E=0.205\mp'\sqrt{0.325^2+0.84^2}=-0.696,\ 1.106\ \text{eV}.
\]
Equation~\eqref{weight} gives the lower state a $z$ weight of $1.226^2/(1.226^2+0.84^2)=0.68$. In the odd block $a_-=0.51$, $b_-=1.08$ and $W_-=-1.08$ eV, which give $-0.322$ and $1.912$ eV with $z$ weights 0.37 and 0.63. The mixing exceeds $|p_z|$ here, so the strong-hopping expansion of part (b) does not apply at this point.

\paragraph{Crossings.} With $c=\cos k$, the condition $a_\pm=b_\pm$ on the diagonal is
\[
0.36c^2-1.60c+0.40\pm0.61=0 .
\]
Each sign has one root in $[-1,1]$. The even crossing is at $k=0.705$ and energy $-0.551$ eV, the odd one at $k=1.699$ and $1.050$ eV. Equation~\eqref{gap} gives slopes of 1.09 and 2.14 eV per unit $q$. Diagonalisation at $q=0.05$ gives gaps of 0.054 and 0.107 eV, as the linear law predicts to this precision.

\paragraph{Fermi points.} Filling the bands with three electrons, both spins included, gives a chemical potential $\mu=0.002$ eV. Doubling the mesh from 150 to 300 points per half axis moves it by $8\times10^{-9}$ eV; other meshes of about the coarser density differ by up to $5\times10^{-6}$ eV, still far below the digits shown. On the diagonal the Fermi points satisfy
\[
4t_{2\alpha}c^2+4t_{1\alpha}c+e_\alpha\pm p_\alpha-\mu=0 .
\]
For even $x$ this is $0.28c^2-2.00c+0.808=0$, whose root in range is $c=0.430$, or $k=1.127$. Odd $x$ gives $k=1.139$, and even $z$ gives $k=2.178$. Odd $z$ has no root in range. For $a=0.38$ nm the distances $\sqrt2k/a$ from the zone centre are 4.19, 4.24 and 8.10 nm$^{-1}$. The two $x$ points lie close together because their levels differ by just $2p_x=0.02$ eV on the diagonal.

The even $z$ band rises from its Fermi point to 0.118 eV above $\mu$ at $(\pi,\pi)$, leaving empty states around that corner. At that corner $T_z=0.72$ eV and $p_z=-0.60$ eV largely cancel, so the depth of the pocket depends on the parameters. At fixed filling $\mu$ follows the band part of the way: $p_z=-0.70$ eV reduces the depth to 0.073 eV, $t_{1z}=-0.07$ eV reduces it to 0.047 eV, and the pocket closes between $p_z=-0.8$ and $-0.9$ eV.

\subsection*{(f) Where the results fail}

\paragraph{Unequal axes.} Stretching the lattice along one Ni--Ni axis removes the diagonal mirrors. Let the first-neighbour mixing amplitudes differ by $\delta t$ between the axes, and let the lower symmetry allow an on-site mixing $\eta$. On the diagonal the mixing is then $\eta+2\delta t\cos k$. With rough values $\delta t=\eta=0.01$ eV, at the former even crossing it is $0.01+0.02(0.762)=0.025$ eV. If the like-orbital hoppings stay equal along the two axes, the gap at that wave vector is twice this, 0.05 eV; a real stretch also makes them unequal, which shifts $a_+-b_+$ and changes this value. The crossing is moved, not removed. At the displacement $(q,-q)$ of part (d) the total even mixing is about $0.025-0.56\,q$ eV, which vanishes near $q=0.05$, and a small further shift parallel to the diagonal restores $a_+=b_+$. In the orbital-overlap sum, a 10\% stretch changes the zero at $(0.9,0.9)$ to 0.084. The layer mirror and the two blocks survive. A shear that makes the two diagonals unequal keeps both diagonal mirrors, and with them the zeros.

\paragraph{Layer bias.} Energies $\pm D/2$ on the two layers transform as
\[
U^\dagger\begin{pmatrix}D/2&0\\0&-D/2\end{pmatrix}U
=\begin{pmatrix}0&D/2\\D/2&0\end{pmatrix},
\]
so bias couples opposite parities. On a diagonal it does not mix $x$ with $z$, because the diagonal mirrors remain. The $x$ splitting there becomes $\sqrt{(2p_x)^2+D^2}$. For $D=0.02$ eV it grows from 0.020 to 0.028 eV: each state of the nearly degenerate $x$ pair then has a weight of 0.15 in the opposite parity.

\paragraph{Stacking.} In a body-centred stack, a $z$ hopping $t_b$ to the four nearest Ni atoms of the next bilayer adds $\beta e^{-i\varphi}$ to $H_{12}$ and its conjugate to $H_{21}$. Here $\beta=4t_b\cos(k_x/2)\cos(k_y/2)$, and $\varphi=k_zc_0/2$ for a conventional cell of height $c_0$. The even--odd element is
\[
\tfrac12(H_{21}-H_{12})_{zz}=i\beta\sin\varphi .
\]
It vanishes at $\varphi=0,\pi$, where the mirror maps each wave vector to an equivalent one. For a rough $t_b=0.01$ eV its largest magnitude is 0.04 eV, as is the largest level shift found. These bonds project onto the in-plane diagonals, so they add no $x$--$z$ hopping.

\paragraph{Spin--orbit coupling.} The operator $\zeta\mathbf L\cdot\mathbf S$ has no elements within the $e_g$ pair. For $l=2$ and spin $1/2$, $(\mathbf L\cdot\mathbf S)^2=\tfrac32-\tfrac12\mathbf L\cdot\mathbf S$, whose $e_g$ expectation value is $3/2$. With the $t_{2g}$ levels lower by $\Delta_c$, the second-order shift is $3\zeta^2/(2\Delta_c)$. Rough values $\zeta=0.08$ and $\Delta_c=1.5$ eV give 0.0064 eV; diagonalising the ionic model gives 0.0062 eV. The shift is common to $x$ and $z$ only when they are degenerate; for levels 0.4 eV apart it is 0.0055 and 0.0071 eV. It sets a scale and is not a calculated gap at a band crossing. With spin, each Kramers pair contains both eigenvalues $\pm i$ of each mirror, so symmetry no longer protects the crossings on the diagonal. Degenerate $t_{2g}$ levels open no gap at second order. A splitting $\delta$ between the $xz\pm yz$ levels opens one of order $\zeta^2\delta/\Delta_c^2$ at a crossing of equal parity, a few $10^{-4}$ eV for $\delta\approx0.1$ eV.

\paragraph{The real material.} The parameters are rounded values of the rough size used for pressurised La$_3$Ni$_2$O$_7$, and three electrons correspond to the nominal Ni$^{2.5+}$ valence. At ambient pressure tilted octahedra enlarge the cell, so the four-band model no longer suffices. At 80 K, $k_BT=0.007$ eV, about a third of the $x$ splitting on the diagonal. Of the neglected effects estimated here, Coulomb repulsion is the largest: a rough 4 eV equals the calculated total bandwidth of 4.0 eV. Correlations can therefore change band energies by amounts comparable with the energies themselves, and the Fermi points and the corner pocket are properties of this one-electron model, not predictions for the crystal. The numerical output below lists the values used.

\section*{Computed results}
\begin{verbatim}
Site energies ex, ez: 0.80, 0.40 eV
First-neighbour t1x, t1z: -0.50, -0.10 eV
Second-neighbour t2x, t2z: 0.07, -0.02 eV
x-z hoppings t3, t4: 0.24, -0.03 eV
Vertical hoppings px, pz: 0.01, -0.60 eV
Ni-Ni spacing (rough): 0.38 nm
Temperature: 80 K, kT = 0.0069 eV
eg electrons per bilayer cell: 3
Oxygen estimate sqrt(t1x*t1z) of t3: 0.224 eV
Cluster spectrum, largest error of formula: 4.4e-15 eV
Overlap x-z on x bond, y bond: 0.2124, -0.2124 (relative)
Overlap sum at (0.9,0.2), square lattice: 0.1785
Overlap sum at (0.9,0.9), x axis stretched 10%: 0.0842
(pi/3,pi/3) even: x level -0.120, z level -0.420 eV
(pi/3,pi/3) odd: x level -0.140, z level 0.780 eV
(pi,0) even: x entry 0.530, z entry -0.120, mixing -0.840 eV
(pi,0) even: energies -0.696, 1.106 eV; z weights 0.680, 0.320
(pi,0) odd: x entry 0.510, z entry 1.080, mixing -1.080 eV
(pi,0) odd: energies -0.322, 1.912 eV; z weights 0.372, 0.628
Diagonal crossing even: k = 0.7046 /a, energy -0.5512 eV
  gap slope 1.088 eV per unit q; gap at q=0.05: 0.0544 eV
Diagonal crossing odd: k = 1.6987 /a, energy 1.0497 eV
  gap slope 2.142 eV per unit q; gap at q=0.05: 0.1071 eV
Chemical potential: 0.0021 eV
Mesh shift of it (150 to 300 points per half axis): 8.0e-09 eV
Diagonal Fermi point x even: kx = ky = 1.1265 /a, |k| = 4.19 1/nm
Diagonal Fermi point x odd: kx = ky = 1.1390 /a, |k| = 4.24 1/nm
Diagonal Fermi point z even: kx = ky = 2.1776 /a, |k| = 8.10 1/nm
Even z level at (pi,pi): 0.120 eV, minus mu: 0.1179 eV
Total width of the four bands: 4.020 eV
Hopping between bilayers (rough): 0.010 eV
  largest parity coupling 0.0400, level shift 0.0400 eV
Bond difference in t3, on-site mixing (rough): 0.010, 0.010 eV
  gap opened at the even crossing: 0.0505 eV
Layer bias (rough): 0.020 eV, parity coupling 0.0100 eV
  x even-odd splitting without, with bias: 0.0200, 0.0283 eV
Spin-orbit constant, eg-t2g splitting (rough): 0.08, 1.5 eV
  common eg level shift: 0.0062 eV
Coulomb repulsion (rough): 4.0 eV, over bandwidth: 1.00
\end{verbatim}
